**Rayleigh quotient error and the angle to the ground state**

For a Hermitian matrix with nondegenerate ground level $E_1$, next level $E_2$ and largest level $E_{\max}$, the error $\rho(x)-E_1$ of the Rayleigh quotient lies between $(E_2-E_1)\sin^2\theta$ and $(E_{\max}-E_1)\sin^2\theta$, where $\theta$ is the angle between the trial vector $x$ and the ground eigenvector. The program asserts both bounds, and the identity behind them, for 3000 trial vectors of a random complex $4\times4$ matrix. It also asserts that the extreme values of $\rho$ orthogonal to the ground vector are $E_2$ and $E_{\max}$, and that the error is quadratic in a small angle, whereas the change about a general vector can be linear. A model with a doubly degenerate ground level shows why the angle must then be taken to the whole eigenspace, and a particle in a box shows the energy error growing while the angle shrinks. For linear BeH₂ in the STO-3G basis, the program diagonalizes the full configuration-interaction matrix and uses the Hartree–Fock determinant as $x$. The output gives an error of 0.0347 hartree between bounds of 0.0072 and 0.357 hartree, at an angle of about 9.5°. Leaving out the excited states that the determinant does not contain raises the lower bound to 0.0147 hartree.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Check in Python

```python
"""
Result under test, for a Hermitian matrix H with eigenvalues E1 < E2 <= ... <= Emax:
    (E2 - E1) sin^2(theta) <= rho(x) - E1 <= (Emax - E1) sin^2(theta)
rho(x) = <x|H|x>/<x|x> is the Rayleigh quotient of the trial vector x, and
theta is the angle between x and the ground eigenvector v1.
w is the normalized part of x orthogonal to v1.
Molecular example: H is the full-CI matrix of BeH2, x the Hartree-Fock determinant.
Energies are in hartree for BeH2 and the box, and plain numbers for model matrices.
"""
import numpy as np
from scipy.linalg import eigh, null_space
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)


def rayleigh(H, x):
    return np.vdot(x, H @ x).real / np.vdot(x, x).real


def sin2_angle(x, space):
    """Squared sine of the angle between x and the span of orthonormal columns."""
    rest = x - space @ (space.conj().T @ x)
    return np.vdot(rest, rest).real / np.vdot(x, x).real


def random_vector(n):
    return rng.normal(size=n) + 1j * rng.normal(size=n)


# ---- Random complex Hermitian matrix: bounds for many trial vectors ----
n = 4
A = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
H = (A + A.conj().T) / 2
E, V = eigh(H)
ratios = []
for trial in range(3000):
    x = random_vector(n) * 10 ** rng.uniform(-1, 1)
    if trial % 2:
        x = x / np.linalg.norm(x) + 5 * V[:, 0]
    s2 = sin2_angle(x, V[:, :1])
    cos_theta = abs(np.vdot(V[:, 0], x)) / np.linalg.norm(x)
    assert abs(s2 + cos_theta**2 - 1) < 1e-12
    err = rayleigh(H, x) - E[0]
    assert (E[1] - E[0]) * s2 - 1e-12 <= err <= (E[-1] - E[0]) * s2 + 1e-12
    w = x - V[:, 0] * np.vdot(V[:, 0], x)
    assert abs(err - s2 * (rayleigh(H, w) - E[0])) < 1e-12
    ratios.append(err / s2)
print(f"Random 4x4 matrix, number of trial vectors: {len(ratios)}")
print(f"  E2-E1 = {E[1]-E[0]:.4f}, smallest error/sin^2 = {min(ratios):.4f}")
print(f"  Emax-E1 = {E[-1]-E[0]:.4f}, largest error/sin^2 = {max(ratios):.4f}")

# ---- Extremes of the Rayleigh quotient on the complement of v1 ----
Q = null_space(V[:, :1].conj().T)
complement_levels = np.linalg.eigvalsh(Q.conj().T @ H @ Q)
assert abs(complement_levels[0] - E[1]) < 1e-11
assert abs(complement_levels[-1] - E[-1]) < 1e-11


# ---- Order of the change: eigenvector against a general vector ----
def halving_ratio(reference, direction, t=1e-3):
    def change(a):
        y = np.cos(a) * reference + np.sin(a) * direction
        return rayleigh(H, y) - rayleigh(H, reference)
    return change(t) / change(t / 2)


u = random_vector(n)
u /= np.linalg.norm(u)
slope = H @ u - rayleigh(H, u) * u
slope /= np.linalg.norm(slope)
w = Q @ random_vector(n - 1)
w /= np.linalg.norm(w)
ratio_eigen = halving_ratio(V[:, 0], w)
ratio_general = halving_ratio(u, slope)
assert abs(ratio_eigen - 4) < 0.02 and abs(ratio_general - 2) < 0.02
print("Factor by which the change of rho falls when a small angle is halved:")
print(f"  about v1: {ratio_eigen:.3f}, about a general vector: {ratio_general:.3f}")

# ---- Doubly degenerate ground level ----
levels = np.array([0.0, 0.0, 1.0, 3.0])
U = np.linalg.qr(A)[0]
D = (U * levels) @ U.conj().T
x = U[:, 1]
deg_error = rayleigh(D, x)
deg_s2_one = sin2_angle(x, U[:, :1])
deg_s2_space = sin2_angle(x, U[:, :2])
next_gap = levels[2] - levels[0]
assert deg_error < next_gap * deg_s2_one - 0.5
for _ in range(500):
    y = random_vector(n)
    s2 = sin2_angle(y, U[:, :2])
    err = rayleigh(D, y)
    assert next_gap * s2 - 1e-12 <= err <= levels[-1] * s2 + 1e-12
print(f"Degenerate model, levels {levels.tolist()}, trial = second ground vector:")
print(f"  error = {abs(deg_error):.3f}, sin^2 to first vector = {deg_s2_one:.3f},"
      f" to eigenspace = {deg_s2_space:.3f}")

# ---- Particle in a box of length 1 bohr: no finite upper bound ----
points = (np.arange(4000) + 0.5) / 4000
ground = np.sqrt(2) * np.sin(np.pi * points)
print("Box of length 1 bohr, ground state plus level m with sin^2 = 1/m:")
box_errors, box_s2 = [], []
for m in (10, 40, 160):
    c, s = np.sqrt(1 - 1 / m), np.sqrt(1 / m)
    psi = c * ground + s * np.sqrt(2) * np.sin(m * np.pi * points)
    dpsi = np.sqrt(2) * np.pi * (c * np.cos(np.pi * points)
                                 + s * m * np.cos(m * np.pi * points))
    norm = np.mean(psi**2)
    s2 = 1 - np.mean(ground * psi) ** 2 / norm
    err = 0.5 * np.mean(dpsi**2) / norm - np.pi**2 / 2
    assert abs(err - s2 * (m**2 - 1) * np.pi**2 / 2) < 1e-7
    box_errors.append(err)
    box_s2.append(s2)
    print(f"  m = {m}: sin^2 = {s2:.5f}, energy error = {err:.2f} hartree")
assert np.all(np.diff(box_errors) > 0) and np.all(np.diff(box_s2) < 0)

# ---- BeH2: full-CI matrix and Hartree-Fock determinant ----
R = 2.5
mol = gto.M(atom=[["Be", (0, 0, 0)], ["H", (0, 0, R)], ["H", (0, 0, -R)]],
            unit="Bohr", basis="sto-3g", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
C = mf.mo_coeff
norb, nelec = C.shape[1], mol.nelec
h1 = C.T @ mf.get_hcore() @ C
eri = ao2mo.kernel(mol, C)
h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
na = fci.cistring.num_strings(norb, nelec[0])
nb = fci.cistring.num_strings(norb, nelec[1])
dim = na * nb
H = np.empty((dim, dim))
for j in range(dim):
    unit = np.zeros(dim)
    unit[j] = 1.0
    column = fci.direct_spin1.contract_2e(h2, unit.reshape(na, nb), norb, nelec)
    H[:, j] = np.asarray(column).ravel()
assert np.max(abs(H - H.T)) < 1e-10
H = (H + H.T) / 2 + mol.energy_nuc() * np.eye(dim)
E, V = eigh(H)
assert E[1] - E[0] > 1e-3

x = np.zeros(dim)
x[0] = 1.0
rho = rayleigh(H, x)
assert abs(rho - mf.e_tot) < 1e-8
s2 = sin2_angle(x, V[:, :1])
theta = np.degrees(np.arcsin(np.sqrt(s2)))
error = rho - E[0]
lower, upper = (E[1] - E[0]) * s2, (E[-1] - E[0]) * s2
assert lower <= error <= upper
w = x - V[:, 0] * (V[:, 0] @ x)
w /= np.linalg.norm(w)
rho_w = rayleigh(H, w)
assert abs(error - s2 * (rho_w - E[0])) < 1e-9
s2_min, s2_max = error / (E[-1] - E[0]), error / (E[1] - E[0])
assert s2_min <= s2 <= s2_max

# Both bounds are reached at the same angle by special trial vectors.
cos_t, sin_t = np.sqrt(1 - s2), np.sqrt(s2)
reached_low = rayleigh(H, cos_t * V[:, 0] + sin_t * V[:, 1]) - E[0]
reached_high = rayleigh(H, cos_t * V[:, 0] + sin_t * V[:, -1]) - E[0]
assert abs(reached_low - lower) < 1e-9 and abs(reached_high - upper) < 1e-9

# Lowest excited state that the determinant contains.
weights = (V.T @ x) ** 2
k = next(i for i in range(1, dim) if weights[i] > 1e-10)
skipped = weights[1:k].sum()
refined = (E[k] - E[0]) * s2
assert skipped < 1e-10 and lower <= refined <= error


def multiplicity(i):
    return fci.spin_op.spin_square0(V[:, i].reshape(na, nb), norb, nelec)[1]


mult = [multiplicity(i) for i in (0, 1, k)]
assert abs(mult[0] - 1) < 1e-5 and abs(mult[2] - 1) < 1e-5

print(f"BeH2, STO-3G, Be-H distance = {R} bohr")
print(f"  orbitals = {norb}, electrons = {sum(nelec)}, determinants = {dim}")
print(f"  rho(x), Hartree-Fock energy = {rho:.6f} hartree")
print(f"  E1 = {E[0]:.6f} hartree, 2S+1 = {mult[0]:.3f}")
print(f"  E2 = {E[1]:.6f} hartree, 2S+1 = {mult[1]:.3f}")
print(f"  Emax = {E[-1]:.6f} hartree")
print(f"  E2-E1 = {E[1]-E[0]:.6f} hartree, Emax-E1 = {E[-1]-E[0]:.6f} hartree")
print(f"  cos^2 theta = {1-s2:.6f}, sin^2 theta = {s2:.6f}")
print(f"  theta = {theta:.3f} degrees")
print(f"  rho(w) = {rho_w:.6f} hartree, rho(w)-E1 = {rho_w-E[0]:.6f} hartree")
print(f"  lower bound = {lower:.6f} hartree = {lower*HARTREE_EV:.4f} eV")
print(f"  energy error = {error:.6f} hartree = {error*HARTREE_EV:.4f} eV")
print(f"  upper bound = {upper:.6f} hartree = {upper*HARTREE_EV:.4f} eV")
print(f"  sin^2 theta from energies: between {s2_min:.6f} and {s2_max:.6f}")
print(f"  lowest excited state contained in x: number {k+1} of the spectrum")
print(f"    energy = {E[k]:.6f} hartree, above E1 by {E[k]-E[0]:.6f} hartree")
print(f"    2S+1 = {mult[2]:.3f}, weight in x = {weights[k]:.3e}")
print(f"    total weight of the excited states below it = {skipped:.1e}")
print(f"  refined lower bound = {refined:.6f} hartree")
print("tests ok")
```

Running it gives:

```
Random 4x4 matrix, number of trial vectors: 3000
  E2-E1 = 0.9797, smallest error/sin^2 = 1.0330
  Emax-E1 = 3.5710, largest error/sin^2 = 3.5565
Factor by which the change of rho falls when a small angle is halved:
  about v1: 4.000, about a general vector: 2.000
Degenerate model, levels [0.0, 0.0, 1.0, 3.0], trial = second ground vector:
  error = 0.000, sin^2 to first vector = 1.000, to eigenspace = 0.000
Box of length 1 bohr, ground state plus level m with sin^2 = 1/m:
  m = 10: sin^2 = 0.10000, energy error = 48.85 hartree
  m = 40: sin^2 = 0.02500, energy error = 197.27 hartree
  m = 160: sin^2 = 0.00625, energy error = 789.54 hartree
BeH2, STO-3G, Be-H distance = 2.5 bohr
  orbitals = 7, electrons = 6, determinants = 1225
  rho(x), Hartree-Fock energy = -15.560500 hartree
  E1 = -15.595217 hartree, 2S+1 = 1.000
  E2 = -15.332277 hartree, 2S+1 = 3.000
  Emax = -2.582098 hartree
  E2-E1 = 0.262940 hartree, Emax-E1 = 13.013119 hartree
  cos^2 theta = 0.972555, sin^2 theta = 0.027445
  theta = 9.536 degrees
  rho(w) = -14.330224 hartree, rho(w)-E1 = 1.264993 hartree
  lower bound = 0.007216 hartree = 0.1964 eV
  energy error = 0.034717 hartree = 0.9447 eV
  upper bound = 0.357140 hartree = 9.7183 eV
  sin^2 theta from energies: between 0.002668 and 0.132035
  lowest excited state contained in x: number 14 of the spectrum
    energy = -15.058061 hartree, above E1 by 0.537156 hartree
    2S+1 = 1.000, weight in x = 4.600e-03
    total weight of the excited states below it = 3.3e-30
  refined lower bound = 0.014742 hartree
tests ok
```
